\section*{DKH 1s Energies of Orders One to Four for Z = 80}

\section*{Problem}

An electron is bound to a point nucleus of charge $Z=80$. There is no other electron, and radiative corrections are left out. In atomic units, with the rest energy subtracted, the Dirac Hamiltonian is
\begin{equation}
D=\begin{pmatrix} V & c\,\boldsymbol\sigma\cdot\mathbf p\\ c\,\boldsymbol\sigma\cdot\mathbf p & V-2c^2\end{pmatrix},\qquad V=-\frac Zr .
\label{dirac}
\end{equation}
The Douglas--Kroll--Hess (DKH) method removes the coupling between the upper and lower components by unitary transformations ordered in powers of $V$. DKH$n$ denotes the upper block with all terms through order $n$ kept.

\begin{enumerate}
\item Write the $1s$ problem as a matrix problem in $s$-type Gaussians.
\item Derive the DKH terms of orders one to four.
\item Compute the four $1s$ energies. On which side of the Dirac energy does each lie, and how does the distance change?
\item Explain the direction of each step from one order to the next, and separate the error of the basis from that of the truncation.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item Apply $(\boldsymbol\sigma\cdot\mathbf p)V(\boldsymbol\sigma\cdot\mathbf p)$ to a function of $r$ alone. What becomes of the spin-orbit part?
\item Choose basis functions that diagonalize $p^2$. Each function $\chi_i$ then has one natural partner, $\boldsymbol\sigma\cdot\mathbf p\,\chi_i/p_i$, in the lower component.
\item Diagonalize the free problem first. What remains off-diagonal is of first order in $V$.
\item Call a matrix even if it is block-diagonal and odd if it is block-off-diagonal. The product of two odd matrices is even. Two generators suffice for fourth order.
\item For the last question, use the ground state of one order as a trial state for the next, and then the reverse.
\end{enumerate}

\section*{Solution}

\subsection*{1. The matrix problem}

From $\sigma_k\sigma_l=\delta_{kl}+i\sum_m\epsilon_{klm}\sigma_m$,
\begin{equation}
(\boldsymbol\sigma\cdot\mathbf p)V(\boldsymbol\sigma\cdot\mathbf p)=\mathbf p\cdot V\mathbf p+i\boldsymbol\sigma\cdot(\mathbf p\times V\mathbf p).
\end{equation}
With $\mathbf p=-i\nabla$ and $\nabla\times\nabla f=0$, the last operator gives $(\mathbf p\times V\mathbf p)f=-\nabla V\times\nabla f$. If $f$ depends on $r$ alone, both gradients are radial and the product vanishes. The operators $V$, $p^2$ and $\mathbf p\cdot V\mathbf p$ turn radial functions into radial functions, so this holds for every product of them that the DKH terms contain. The scalar and the two-component $1s$ energies therefore agree at each order. For a $p$ function $\nabla f$ is not radial, and the spin-orbit part survives.

Take normalized Gaussians $g_\alpha=(2\alpha/\pi)^{3/4}e^{-\alpha r^2}$. Let $s=\alpha+\beta$, and let $N$ be the product of the two normalization factors. Since $\nabla e^{-\alpha r^2}=-2\alpha\mathbf r\,e^{-\alpha r^2}$, radial integration gives
\begin{align}
\langle g_\alpha|g_\beta\rangle&=N(\pi/s)^{3/2},\\
\langle g_\alpha|p^2|g_\beta\rangle&=4N\alpha\beta\int r^2e^{-sr^2}d^3r=\frac{6N\alpha\beta\,\pi^{3/2}}{s^{5/2}},\\
\langle g_\alpha|V|g_\beta\rangle&=-4\pi NZ\int_0^\infty r\,e^{-sr^2}dr=-\frac{2\pi NZ}{s},\\
\langle g_\alpha|\mathbf p\cdot V\mathbf p|g_\beta\rangle&=-16\pi NZ\alpha\beta\int_0^\infty r^3e^{-sr^2}dr=-\frac{8\pi NZ\alpha\beta}{s^2}.
\end{align}
Solving the eigenvalue problem of $p^2$ with this overlap yields real combinations $\chi_i$ with
\begin{equation}
\langle\chi_i|\chi_j\rangle=\delta_{ij},\qquad \langle\chi_i|p^2|\chi_j\rangle=p_i^2\delta_{ij}.
\end{equation}
The lower functions are $\varphi_i=\boldsymbol\sigma\cdot\mathbf p\,\chi_i/p_i$, times a fixed spinor (restricted kinetic balance). They are orthonormal because $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$, and for the same reason $\langle\chi_i|c\,\boldsymbol\sigma\cdot\mathbf p|\varphi_j\rangle=cp_i\delta_{ij}$. From here on $V$ and $p$ denote matrices in this basis, $p$ being diagonal, and
\begin{equation}
D=\begin{pmatrix}V&cp\\cp&\tilde V-2c^2\end{pmatrix},\qquad
\tilde V_{ij}=\frac{\langle\chi_i|\mathbf p\cdot V\mathbf p|\chi_j\rangle}{p_ip_j}.
\label{matrix}
\end{equation}
The lowest electronic eigenvalue of this matrix is what an exact decoupling in the basis would give.

\subsection*{2. The free-particle transformation}

Without potential, (\ref{matrix}) splits into $2\times2$ problems, one for each $p_i$. Define
\begin{equation}
E_i=\sqrt{p_i^2c^2+c^4},\qquad A_i=\sqrt{\frac{E_i+c^2}{2E_i}},\qquad R_i=\frac{cp_i}{E_i+c^2}.
\end{equation}
The vector $(1,R_i)$ has the eigenvalue $E_i-c^2$. Its first row gives $cp_iR_i=(E_i^2-c^4)/(E_i+c^2)=E_i-c^2$. Its second row gives $cp_i-2c^2R_i=R_i(E_i+c^2-2c^2)=R_i(E_i-c^2)$. The trace $-2c^2$ fixes the other eigenvalue as $-E_i-c^2$. Since $R_i^2=(E_i-c^2)/(E_i+c^2)$, we have $A_i^2(1+R_i^2)=1$, and
\begin{equation}
U_0=\begin{pmatrix}A&AR\\-AR&A\end{pmatrix}
\end{equation}
is orthogonal. Multiplying out $U_0DU_0^T$ gives $\mathcal E_0+\mathcal E_1+\mathcal O_1$, where
\begin{equation}
\mathcal E_0=\begin{pmatrix}E-c^2&0\\0&-E-c^2\end{pmatrix},\quad
\mathcal E_1=\begin{pmatrix}a&0\\0&b\end{pmatrix},\quad
\mathcal O_1=\begin{pmatrix}0&o\\o^T&0\end{pmatrix},
\end{equation}
\begin{equation}
a=A(V+R\tilde VR)A,\quad b=A(\tilde V+RVR)A,\quad o=A(R\tilde V-VR)A.
\label{blocks}
\end{equation}
DKH1 is the matrix $E-c^2+a$.

The limit of small $p/c$ checks the factors. There $E-c^2\approx p^2/2-p^4/8c^2$, $A\approx1-p^2/8c^2$ and $R\approx p/2c$, so that, as operators,
\begin{equation}
a\approx V+\frac{2\,\mathbf p\cdot V\mathbf p-p^2V-Vp^2}{8c^2}=V+\frac{\nabla^2V}{8c^2}.
\end{equation}
The last equality uses $p^2V-2\,\mathbf p\cdot V\mathbf p+Vp^2=\sum_k[p_k,[p_k,V]]=-\nabla^2V$. These are the mass-velocity and Darwin terms. The expansion requires small momenta; near a heavy point nucleus it is not justified, which is why the square roots are kept.

\subsection*{3. Removing the first odd term}

Transform with $e^{W_1}$, where $W_1$ is odd, antisymmetric and of first order in $V$:
\begin{equation}
e^{W_1}He^{-W_1}=H+[W_1,H]+\tfrac12[W_1,[W_1,H]]+\cdots .
\end{equation}
The first-order odd part is $\mathcal O_1+[W_1,\mathcal E_0]$. It vanishes if
\begin{equation}
[W_1,\mathcal E_0]=-\mathcal O_1 .
\label{cond}
\end{equation}
With upper-right block $w$ and lower-left block $-w^T$, the upper-right element of the commutator is
\begin{equation}
w_{ij}(-E_j-c^2)-(E_i-c^2)w_{ij}=-(E_i+E_j)w_{ij},
\end{equation}
so $w_{ij}=o_{ij}/(E_i+E_j)$. The denominator is at least $2c^2$, the gap between the electronic and positronic states of a free particle.

Now sort the expansion by order, replacing each $[W_1,\mathcal E_0]$ by $-\mathcal O_1$. In second order the even part is
\begin{equation}
\mathcal E_2=[W_1,\mathcal O_1]-\tfrac12[W_1,\mathcal O_1]=\tfrac12[W_1,\mathcal O_1],
\end{equation}
and an odd part $\mathcal O_2=[W_1,\mathcal E_1]$ appears. In third order the even part comes from $\mathcal E_1$ with two commutators:
\begin{equation}
\mathcal E_3=\tfrac12[W_1,[W_1,\mathcal E_1]].
\end{equation}
In fourth order $\mathcal O_1$ enters with three commutators and weight $1/6$, and $\mathcal E_0$ with four and weight $1/24$. Together they give
\begin{equation}
\left(\tfrac16-\tfrac1{24}\right)[W_1,[W_1,[W_1,\mathcal O_1]]]=\tfrac18[W_1,[W_1,[W_1,\mathcal O_1]]].
\end{equation}

\subsection*{4. Removing the second odd term}

A second transformation $e^{W_2}$, with $[W_2,\mathcal E_0]=-\mathcal O_2$, removes $\mathcal O_2$. Its generator is found by the same division by $E_i+E_j$. The lowest even terms that it creates are of fourth order:
\begin{equation}
[W_2,\mathcal O_2]+\tfrac12[W_2,[W_2,\mathcal E_0]]=\tfrac12[W_2,\mathcal O_2].
\end{equation}
A single commutator of $W_2$ with an even term is odd, so $\mathcal E_2$ and $\mathcal E_3$ stay as they are. Hence
\begin{equation}
\mathcal E_4=\tfrac18[W_1,[W_1,[W_1,\mathcal O_1]]]+\tfrac12[W_2,\mathcal O_2].
\end{equation}
The next generator is of third order and removes a third-order odd term. Its first even contribution is the product of the two, of order six, so fourth order is complete.

The upper blocks of the first two corrections are
\begin{align}
(\mathcal E_2)_{\rm up}&=\tfrac12(wo^T+ow^T),\\
(\mathcal E_3)_{\rm up}&=wbw^T-\tfrac12(ww^Ta+aww^T).
\label{third}
\end{align}
The second line follows from $[W,[W,\mathcal E]]=W^2\mathcal E-2W\mathcal EW+\mathcal EW^2$, in which $W^2$ has the upper block $-ww^T$ and $W\mathcal EW$ the upper block $-wbw^T$. Third order thus compares the potential felt in the lower space, $b$, with the one felt in the upper space, $a$.

DKH$n$ omits terms from order $n+1$ on. For a fixed finite basis and a weak potential of strength $\lambda$, its eigenvalue error should then fall as $\lambda^{n+1}$. The numerical check, in a small basis, finds the exponents 1.99, 2.99, 4.01 and 5.00 for $n=1$ to 4.

\subsection*{5. The energies}

The reference is the closed Dirac formula for the $1s$ state, which for a point nucleus requires $Z<c$:
\begin{equation}
\varepsilon_{\rm D}=c^2\left(\sqrt{1-Z^2/c^2}-1\right).
\end{equation}
Here $Z/c=0.583788$, the square root is $0.811906$, and the rest energy is $510998.95$ eV. Thus
\begin{equation}
\varepsilon_{\rm D}=510998.95\,(0.811906-1)\ \mathrm{eV}=-96115.8\ \mathrm{eV},
\end{equation}
or $-3532.192$ hartree.

The basis has 38 Gaussians. The smallest exponent is $400$ \AA$^{-2}$ and each further one is twice the last, up to $5.5\times10^{13}$ \AA$^{-2}$. The steep functions are needed because the Dirac $1s$ function of a point nucleus is singular at the origin. The basis change is done in extended precision, since $p^2$ spans many decades. Diagonalizing the four upper blocks gives the following energies, with $\Delta_n=\varepsilon_n-\varepsilon_{\rm D}$.

\begin{center}
\begin{tabular}{crrr}
$n$ & $\varepsilon_n$ (eV) & $\varepsilon_n$ (hartree) & $\Delta_n$ (eV)\\
\hline
1 & $-100313.4$ & $-3686.449$ & $-4197.5$\\
2 & $-95874.6$ & $-3523.325$ & $+241.3$\\
3 & $-96141.1$ & $-3533.120$ & $-25.2$\\
4 & $-96102.7$ & $-3531.709$ & $+13.2$
\end{tabular}
\end{center}

The odd orders bind too strongly and the even orders too weakly: the energies oscillate about the Dirac value. Relative to $|\varepsilon_{\rm D}|$, the deviation is 4.4\,\% in first order, 0.25\,\% in second, 0.026\,\% in third and 0.014\,\% in fourth. The decrease is uneven. The ratios of successive deviations are 0.06, 0.10 and 0.52, so fourth order only halves the error of third order. Four energies show the trend; they do not prove that the series converges.

\subsection*{6. The direction of each step}

Let $H_n$ be the DKH$n$ matrix and $\psi_n$ its normalized ground state, so that $H_{n+1}=H_n+\mathcal E_{n+1}$, where the upper block is meant. With $\psi_n$ as trial state for $H_{n+1}$,
\begin{equation}
\varepsilon_{n+1}\le\langle\psi_n|H_{n+1}|\psi_n\rangle=\varepsilon_n+\langle\psi_n|\mathcal E_{n+1}|\psi_n\rangle .
\end{equation}
With $\psi_{n+1}$ as trial state for $H_n$,
\begin{equation}
\varepsilon_n\le\langle\psi_{n+1}|H_n|\psi_{n+1}\rangle=\varepsilon_{n+1}-\langle\psi_{n+1}|\mathcal E_{n+1}|\psi_{n+1}\rangle .
\end{equation}
Together,
\begin{equation}
\langle\psi_{n+1}|\mathcal E_{n+1}|\psi_{n+1}\rangle\le\varepsilon_{n+1}-\varepsilon_n\le\langle\psi_n|\mathcal E_{n+1}|\psi_n\rangle .
\label{bounds}
\end{equation}
When both bounds have the same sign, the added operator dictates the direction of the step. The numbers in eV are
\begin{align}
1\to2:&\quad 4157.6\le4438.8\le4739.4,\\
2\to3:&\quad -267.4\le-266.5\le-265.6,\\
3\to4:&\quad 38.3\le38.4\le38.5 .
\end{align}
The second-order term raises the energy, the third-order term lowers it and the fourth-order term raises it again. The bounds close up because the ground state changes less and less: to first order in the added term, the step is its expectation value in either state.

Steps of alternating sign do not by themselves put the energies on alternating sides of $\varepsilon_{\rm D}$. Each step must also be larger than the deviation it starts from. This is so here:
\begin{align}
-4197.5+4438.8&=+241.3\ \mathrm{eV},\\
+241.3-266.5&=-25.2\ \mathrm{eV},\\
-25.2+38.4&=+13.2\ \mathrm{eV}.
\end{align}

\subsection*{7. Basis error and truncation error}

The lowest electronic eigenvalue of (\ref{matrix}) differs from the closed formula by $0.0004$ eV. The deviations in the table are far larger, so they cannot be blamed on the description of the Dirac state. The DKH$n$ ground states are different functions, however, and need their own check. Leaving out the four steepest Gaussians shifts DKH1 by $0.02$ eV and the other three energies by at most about $0.001$ eV. On the scale of the table, the oscillation is a property of the truncated Hamiltonians.

It is a finding for this state, charge and nuclear model. The derivation does not fix the signs of the higher terms in general: in the second variation the third-order term has the opposite sign, and the sign of the fourth-order term depends on $p$.

\section*{Variation 1: beyond fourth order}

\emph{Replace $e^{W_k}$ by the Cayley form $(1+W_k/2)(1-W_k/2)^{-1}$. At which order does the Hamiltonian change, and does the oscillation go on?}

The Cayley form is also orthogonal for antisymmetric $W_k$. Its logarithm is
\begin{equation}
\ln\frac{1+W/2}{1-W/2}=W+\frac{W^3}{12}+\cdots .
\end{equation}
For $W_1$ this amounts to an additional rotation by $X=W_1^3/12$, which is odd and of third order. It acts after $\mathcal O_1$ has been removed, so the lowest odd term it meets is $\mathcal O_2$. An even change therefore cannot arise below fifth order, and $\mathcal E_1$ to $\mathcal E_4$ are the same in both forms. For $W_2$ the additional rotation is of sixth order and plays no part here.

In fifth order there are two changes. One is $[X,\mathcal O_2]$. The other arises because $X$ adds $[X,\mathcal E_0]$ to the third-order odd term, which then meets $W_2$. With $\mathcal O_2=-[W_2,\mathcal E_0]$ and the Jacobi identity,
\begin{equation}
\delta\mathcal E_5=[W_2,[X,\mathcal E_0]]-[X,[W_2,\mathcal E_0]]=[[W_2,X],\mathcal E_0].
\end{equation}
This is in general not zero; in the basis of 38 Gaussians the Frobenius norm of the difference of the two fifth-order upper blocks is 6.6\,\% of the norm of the exponential one. This ratio is set by the high momenta in the basis. It changes little when the 14 steepest functions are dropped (6.5\,\% with the first 24 Gaussians) or when the exponent ratio is reduced to 1.7 (6.7\,\%). It falls to 4.3\,\% with the first 14 Gaussians, and among states with $p<c$ it is only about 0.005\,\%. The energy reacts weakly. In an eigenstate of a Hamiltonian $H$, the expectation value of $[Y,H]$ vanishes for any matrix $Y$. With $Y=[W_2,X]$ and $\mathcal E_0=H-\mathcal E_1-\cdots$, what is left is $-\langle[Y,\mathcal E_1]\rangle$, formally of sixth order.

The deviations from the Dirac energy are $-7.4$ eV for DKH5 with the exponential form, $-7.5$ eV with the Cayley form, and $+2.5$ eV for DKH6 with either form. The oscillation goes on through sixth order, with shrinking deviation.

\section*{Variation 2: a single Gaussian}

\emph{Keep one Gaussian of exponent $\alpha$. Do the DKH energies still alternate?}

All blocks are now numbers. With $\beta=\alpha$ and $N=(2\alpha/\pi)^{3/2}$, the integrals give $p^2=3\alpha$, $V=-\pi NZ/\alpha$ and $\langle\mathbf p\cdot V\mathbf p\rangle=-2\pi NZ$. Therefore
\begin{equation}
\tilde V=-\frac{2\pi NZ}{3\alpha}=\frac23V .
\end{equation}
For a single Gaussian the lower function feels the weaker attraction. From $A^2(1-R^2)=c^2/E$ and $A^2R=cp/2E$, the blocks (\ref{blocks}) yield
\begin{equation}
d\equiv a-b=\frac{c^2}{E}(V-\tilde V)=\frac{c^2V}{3E}<0,\qquad
o=\frac{cp}{2E}(\tilde V-V)=-\frac{cpV}{6E}.
\end{equation}
The two levels are $2E+d$ apart and coupled by $o$. The coupling shifts the upper one by
\begin{equation}
\sqrt{\left(E+\tfrac d2\right)^2+o^2}-\left(E+\tfrac d2\right)
=\frac{o^2}{2E}-\frac{o^2d}{4E^2}+\frac{o^2(d^2-o^2)}{8E^3}+\cdots .
\end{equation}
These are the terms of orders two, three and four. The first two agree with the general blocks for $w=o/2E$, namely $wo$ and $w^2(b-a)$.

Since $d<0$, the third-order term is positive, opposite to its effect in the large basis. The fourth-order term is positive as well if $|d|>|o|$, that is, if $p<2c$. For a weak potential and $p<2c$, the orders one to three all lie below the exact value and approach it from one side.

A single Gaussian does not reproduce the oscillation for any $\alpha$: the third-order term is always positive, so DKH3 lies above DKH2, and the second order cannot be above the exact value while the third is below it. The expressions $d=(c^2/E)(V-\tilde V)$ and $o=(cp/2E)(\tilde V-V)$ hold for any single radial function, so the third-order term $-o^2d/4E^2$ has the sign of $\tilde V-V$. It is positive when the lower function feels the weaker attraction, as for the Gaussian, and negative when it feels the stronger one. In the latter case the terms of orders two, three and four alternate in sign for $p<2c$. In the large basis the third-order expectation value is negative, so there the term $wbw^T$ of (\ref{third}) lies below the average formed with $a$.

\section*{Table of computed values}
\begin{verbatim}
nuclear charge Z = 80
speed of light c = 137.035999 atomic units
Z/c = 0.583788
sqrt(1-(Z/c)^2) = 0.811906
rest energy = 510998.95 eV
hartree = 27.211386 eV
number of Gaussians = 38, exponent ratio = 2
smallest exponent = 400.0 angstrom^-2
largest exponent = 5.4976e+13 angstrom^-2
Dirac, closed formula = -96115.84 eV
Dirac, closed formula = -3532.1921 hartree
Dirac, matrix = -96115.84 eV
matrix minus formula = 0.0004 eV
DKH1 = -100313.38 eV = -3686.4486 hartree
DKH2 = -95874.55 eV = -3523.3248 hartree
DKH3 = -96141.08 eV = -3533.1196 hartree
DKH4 = -96102.69 eV = -3531.7086 hartree
DKH1 minus Dirac formula = -4197.53 eV
DKH2 minus Dirac formula = +241.29 eV
DKH3 minus Dirac formula = -25.24 eV
DKH4 minus Dirac formula = +13.16 eV
|deviation 2| / |deviation 1| = 0.0575
|deviation 3| / |deviation 2| = 0.1046
|deviation 4| / |deviation 3| = 0.5213
step 1->2: lower bound, step, upper bound = 4157.62, 4438.82, 4739.37 eV
step 2->3: lower bound, step, upper bound = -267.41, -266.53, -265.64 eV
step 3->4: lower bound, step, upper bound = 38.33, 38.40, 38.46 eV
largest singular value of w1 = 0.1080
largest singular value of w2 = 0.0128
error exponent in potential strength, DKH1 = 1.994
error exponent in potential strength, DKH2 = 2.993
error exponent in potential strength, DKH3 = 4.008
error exponent in potential strength, DKH4 = 5.002
steepest Gaussians dropped in basis test = 4
DKH1 shift in basis test = +0.0221 eV
DKH2 shift in basis test = -0.0000 eV
DKH3 shift in basis test = +0.0009 eV
DKH4 shift in basis test = +0.0010 eV
relative difference of fifth-order terms = 6.61e-02
DKH5 minus Dirac, exponential = -7.361 eV
DKH5 minus Dirac, Cayley = -7.488 eV
DKH6 minus Dirac, exponential = +2.474 eV
\end{verbatim}
